Balanced steady-state free precession: offset profile, dark bands and optimal flip angle

Take a spin exactly on resonance and hit it with short pulses of angle β, one every TR, whose axis alternates between +x and −x. Let TR be much shorter than both relaxation times T1 and T2. Each pulse then nearly undoes the one before, and the magnetization swings back and forth in the yz plane. In the steady state the two turning points must be mirror images: shifting the train by one pulse and turning it by π about z gives the same train back, and the steady state is unique, as shown below. The swing has angle β, so the turning points lie at +β/2 and −β/2 from the z axis.

Relaxation fixes the length M of the vector. During one interval Mz changes by TR(M0 − Mz)/T1 and My by −TR My/T2, where M0 is the equilibrium magnetization. Pulses preserve length, so relaxation must also leave it unchanged over an interval. To first order in TR this means Mz dMz + My dMy = 0:

Mz(M0 − Mz)/T1 = My²/T2.

With Mz = M cos(β/2) and My = M sin(β/2), this gives

M = M0 cos(β/2) / [cos²(β/2) + (T1/T2) sin²(β/2)].

Multiplying by sin(β/2), dividing numerator and denominator by cos²(β/2), and writing t = tan(β/2), we find

My = M0 t / (1 + t² T1/T2).

The derivative with respect to t vanishes when t² = T2/T1. Since cosβ = (1 − t²)/(1 + t²), the largest signal occurs at

cosβ = (T1 − T2)/(T1 + T2),

and it equals (M0/2)√(T2/T1). This is the short-TR, on-resonance result. An offset and a finite TR require the full steady state.

Consider a single group of spins with one offset Δf and T1 ≥ T2. Pulses are instantaneous, with 0 < β < π. The gradients are balanced, meaning that their net area over each TR is zero, so the phase gained between pulses comes from the offset alone:

θ = 2π Δf TR.

Diffusion and exchange are neglected. Write m = Mx + iMy, and count θ so that free precession multiplies m by exp(iθ); the opposite convention only mirrors the offset axis. Let c = cosβ, s = sinβ, E1 = exp(−TR/T1) and E2 = exp(−TR/T2). A +x pulse takes values just before it (subscript −) to values just after it (subscript +):

x₊ = x₋,  y₊ = c y₋ + s z₋,  z₊ = c z₋ − s y₋.

To make all periods alike, use a frame that turns by π about z with every pulse. In it each pulse is a +x pulse, and the extra half turn adds to the precession, which becomes φ = θ + π per interval. After a physical +x pulse the frame can be taken to coincide with the original one.

One period is now a fixed map. Two different starting vectors have a difference whose length is preserved by pulses and precession, while relaxation multiplies its transverse part by E2 and its longitudinal part by E1. The difference therefore shrinks by at least the factor E1 per period. All starting states converge to one steady state, at a rate no slower than 1/T1.

In that state the vector after one pulse, carried through an interval, is the vector before the next:

m₋ = E2 exp(iφ) m₊,  z₋ = E1 z₊ + (1 − E1)M0.

The pulse leaves x alone, so x₊ = x₋ = E2(x₊ cosφ − y₊ sinφ), and

x₊ = −E2 sinφ y₊ / (1 − E2 cosφ).

Insert this in y₋ = E2(x₊ sinφ + y₊ cosφ). Over the common denominator, the bracket multiplying E2 y₊ has numerator cosφ − E2 cos²φ − E2 sin²φ = cosφ − E2. Thus

y₋ = g y₊,  g = E2(cosφ − E2)/(1 − E2 cosφ).

Undoing the pulse gives y₋ = c y₊ − s z₊ and z₋ = s y₊ + c z₊. The first relation yields

z₊ = (c − g) y₊/s,

and the second then yields z₋ = (s² + c² − cg)y₊/s = (1 − cg)y₊/s. Put both into the recovery equation and multiply by s:

(1 − cg) y₊ = E1(c − g) y₊ + (1 − E1)M0 s.

Collecting the terms in y₊,

y₊ [1 − E1c − g(c − E1)] = (1 − E1)M0 s.

The square bracket is positive. As cosφ runs from −1 to 1, g runs from −E2 to E2, so |g| < 1, while (1 − E1c)² − (c − E1)² = (1 − E1²)s² > 0. Multiplication by 1 − E2 cosφ gives

y₊ = M0(1 − E1)s(1 − E2 cosφ)/D,

D = (1 − E1c)(1 − E2 cosφ) − E2(c − E1)(cosφ − E2).

The coefficient of cosφ in D is −E2(1 − E1c + c − E1) = −E2(1 − E1)(1 + c). With cosφ = −cosθ,

D = a + b cosθ,
a = 1 − E1c − E2²(E1 − c),
b = E2(1 − E1)(1 + c).

For the complex signal, x₊ + iy₊ is proportional to −E2 sinφ + i(1 − E2 cosφ) = i[1 − E2 exp(−iφ)]. Since exp(−iφ) = −exp(−iθ), the steady state just after a +x pulse is

m₊ = iM0(1 − E1)s[1 + E2 exp(−iθ)]/D,

z₊ = M0(1 − E1)[c(1 + E2 cosθ) + E2(cosθ + E2)]/D.

After a −x pulse m has the opposite sign, which the receiver phase can follow.

Now read the signal at TR/2, midway between two pulses. Half an interval multiplies m₊ by √E2 exp(iθ/2), and exp(iθ/2) + E2 exp(−iθ/2) separates into cosine and sine parts:

m(TR/2) = iM0(1 − E1)s√E2 [(1 + E2)cos(θ/2) + i(1 − E2)sin(θ/2)]/D.

For TR much shorter than T2 the second term is small beside the first except near cos(θ/2) = 0. Away from these offsets the signal therefore lies nearly along y: the precession phase has been refocused as in a spin echo. Where cos(θ/2) = 0 only the second term is left, and the remaining signal lies along x. When θ grows by 2π, D is unchanged but both half-angle functions change sign, so neighbouring pass bands have opposite signal phase.

Now let TR become short at fixed θ and β. To first order 1 − E1 = TR/T1 and 1 − E2 = TR/T2, so

a ≈ (TR/T1)(1 + c) + 2(TR/T2)(1 − c),  b ≈ (TR/T1)(1 + c).

Using 1 + cosθ = 2C², where C = |cos(θ/2)|,

D ≈ 2[(TR/T1)(1 + c)C² + (TR/T2)(1 − c)].

The numerator is 2M0(TR/T1)sC to the same order. TR cancels, and with s/(1 + c) = t and (1 − c)/(1 + c) = t²,

|m| = M0 tC/(C² + t² T1/T2).

At C = 1 this is the opening result. It vanishes where cos(θ/2) = 0, at θ = ±π, ±3π and so on: these are the dark bands. In frequency they lie at odd multiples of 1/(2TR), with spacing 1/TR. If all pulses have the same phase, the added π is absent and the bands move to even multiples of π, including resonance.

The echo approaches this law with an error of order TR² away from the bands. To see why, divide numerator and denominator of the echo formula by √E1 E2. The numerator becomes 2iM0 s sinh(TR/2T1) times the complex factor [2cosh(TR/2T2)cos(θ/2) + 2i sinh(TR/2T2)sin(θ/2)]; the denominator becomes

2sinh(TR/T2 + TR/2T1) − 2c sinh(TR/T2 − TR/2T1) + 2(1 + c)sinh(TR/2T1)cosθ.

The first factor of the numerator and the whole denominator are odd in TR, and the magnitude of the complex factor is even. The magnitude of the quotient is therefore even, and its first correction is quadratic.

The dark bands are not perfectly dark at finite TR. At θ = π we have φ = 2π and g = E2, so D = (1 − E2)[1 + E1E2 − c(E1 + E2)]. The factor 1 − E2 cancels against the numerator:

|m₊(π)| = M0(1 − E1)s/[1 + E1E2 − c(E1 + E2)].

For short TR at fixed β the bracket tends to 2(1 − c). Since s/(1 − c) = cot(β/2), the residue is

|m(π)| ≈ M0(TR/2T1)cot(β/2).

The physical reason is visible in the turning frame. There is no net precession there, so successive pulses add up and carry the magnetization round and round in the yz plane. Let w = z + iy; a pulse multiplies w by exp(iβ). Each interval supplies about M0 TR/T1 along z, and earlier supplies have been turned by further multiples of β. With damping that makes the sum converge but is weak over a full turn of the vector,

w ≈ M0(TR/T1)[exp(iβ) + exp(2iβ) + …] = M0(TR/2T1)[i cot(β/2) − 1].

The contributions point in different directions and largely cancel. The whole vector is small, not just its transverse part.

Is the band centre always the weakest point? Set u = cosθ. The squared signal is proportional to (1 + E2² + 2E2u)/(a + bu)², and its derivative has the sign of

G(u) = E2a − b(1 + E2²) − E2bu.

Because b > 0, G falls as u grows. The signal can thus rise, fall, or rise and then fall between u = −1 and u = 1, but its minimum is at an end. At resonance φ = π and g = −E2, which gives

|m₊(0)| = M0(1 − E1)s/[1 − E1E2 − c(E1 − E2)].

The band denominator exceeds this one by 2E2(E1 − c). The band centre is therefore the lowest point exactly when cosβ < E1. The angle with cosβ = E1 is the Ernst angle; below it, resonance is the lowest point, although the band centre can still be a local dip.

To optimize the angle on resonance, let P = 1 − E1E2 and Q = E1 − E2. The derivative of s/(P − Qc) with respect to β has numerator c(P − Qc) − Qs² = cP − Q. It changes from positive to negative as β grows, so there is one maximum, at

cosβ = Q/P = (E1 − E2)/(1 − E1E2).

Take the factor exp[−(TR/2)(1/T1 + 1/T2)] out of Q and P. What remains is

cosβ = sinh X/sinh Y,
X = (TR/2)(1/T2 − 1/T1),  Y = (TR/2)(1/T2 + 1/T1).

For small arguments the ratio is (X/Y)[1 + (X² − Y²)/6], and X² − Y² = −TR²/(T1T2). Hence

cosβ = [(T1 − T2)/(T1 + T2)][1 − TR²/(6T1T2) + …].

The simple law has no first-order error in TR. It gives 90 degrees for T1 = T2, and approximately β = 2√(T2/T1) in radians when T2 is much shorter than T1.

At the exact optimum s = √(P² − Q²)/P and P − Qc = (P² − Q²)/P, so s/(P − Qc) = 1/√(P² − Q²). Multiplying out shows P² − Q² = (1 − E1²)(1 − E2²). The largest on-resonance echo follows after including √E2:

|m| = M0√{tanh(TR/2T1)/[2sinh(TR/T2)]}.

Its short-TR limit is (M0/2)√(T2/T1), as found at the start.

The same angle decides the shape of the pass band. Resonance is its highest point when the signal still rises towards u = 1, that is, when G(1) ≥ 0. Dividing by E2,

G(1)/E2 = a − (1 − E1)(1 + c)(1 + E2 + E2²).

The terms without c add up to E1 − E2 + E1E2 − E2² = (1 + E2)Q. The coefficient of −c is 1 + E2 − E1E2 − E1E2² = (1 + E2)P. Therefore

G(1)/E2 = (1 + E2)(Q − cP),

which is nonnegative exactly when cosβ ≤ Q/P. At or above the optimal angle, resonance is the maximum over offset. Just below it, the maximum splits into two, on either side of resonance.

The short-TR law shows their height. With r = C/[t√(T1/T2)] it reads

|m| = (M0/2)√(T2/T1) · 2r/(1 + r²).

The last factor reaches 1 at r = 1. A smaller angle thus gives the same maximum signal in this limit, but at the offset where C = t√(T1/T2). A larger angle makes r < 1 everywhere and never reaches that height. The maximum is also flat: if r = 1 + δ, the relative loss is about δ²/2, so a 10 percent error in tan(β/2) costs about 0.5 percent of the on-resonance signal.

For numbers, take the round model parameters T1 = 1000 ms, T2 = 100 ms and TR = 5 ms. The simple law gives cosβ = 900/1100 = 0.8182, or β = 35.097 degrees. The relative correction is 25/(6 × 10⁵) = 4.2 × 10⁻⁵, and the exact optimum is 35.100 degrees. A direct search on a pulse train, built from the Bloch equations without the steady-state formulas, also gives 35.100 degrees. The largest echo is 0.1581 M0, in agreement with ½√0.1 = 0.1581.

Just after a pulse on resonance, My = 0.1621 M0 and Mz = 0.4988 M0. The tilt is 18.00 degrees, slightly more than β/2 = 17.55 degrees. The difference is due to relaxation, mainly transverse decay: the vector tilts towards z during the interval, so the next pulse finds it at 35.10 − 18.00 = 17.10 degrees, still on the same side of z, and carries it to 18.00 degrees on the other side.

The first dark band is at 1/(2 × 0.005 s) = 100 Hz and the spacing is 200 Hz. The profile is flat near resonance: at 50 Hz, halfway to the band, the echo is still 0.1491 M0, or 94 percent of its peak. At 90 Hz it is 0.04885 M0, against 0.04828 M0 from the short-TR law. The sine term in the echo formula accounts for this 1.2 percent excess. Relative to the cosine term it is tanh(0.025)tan(81°) = 0.158, and adding it in quadrature raises the magnitude by the factor √(1 + 0.158²) = 1.012.

At the band centre the echo is 0.0079 M0, 5 percent of the resonance value. The estimate is 0.0025 × cot(17.55°) = 0.0079. The full vector after the pulse has length 0.0083 M0, compared with 0.524 M0 on resonance, which confirms that the longitudinal part is suppressed too. Its z component is −0.0019 M0, while the geometric sum predicts −0.0025 M0. Here the leading order is rough: at θ = π the formula for z₊ contains c − E2 = −(1 − c) + (1 − E2), and 1 − E2 = 0.049 is not negligible beside 1 − c = 0.182. This term alone reduces the estimate by the factor 1 − 0.049/0.182 = 0.73. The full expression is z₊ = M0(1 − E1)(c − E2)/[1 + E1E2 − c(E1 + E2)], and its bracket is 0.354 rather than 2(1 − c) = 0.364, which brings the factor to 0.75 and z₊ to −0.0019 M0.

The width of the band at half the peak signal follows from the short-TR law at the optimal angle, where r = C. Setting 2C/(1 + C²) = ½ gives C² − 4C + 1 = 0, whose root below 1 is C = 2 − √3 = 0.268. Then θ = 2arccos(0.268) = 148.9 degrees on one side, and the full dark interval is 360 − 2 × 148.9 = 62.2 degrees, or 62.2/360 × 200 Hz = 34.5 Hz. The finite-TR value is 34.4 Hz. A shorter TR widens the usable band in hertz, but the dark fraction of each period stays near 17 percent at this angle.

A 15 degree pulse shows the split maximum. On resonance the echo is only 0.112 M0, yet it rises to 0.158 M0 at θ = 130.9 degrees; the short-TR law puts this maximum at 130.8 degrees. The Ernst angle is 5.72 degrees, and there the pulse train gives equal signals at resonance and at the band centre. At TR = 60 ms, where the exact optimum has moved to 35.58 degrees, the split also disappears at 35.58 degrees and not at the simple-law value of 35.10 degrees. The numerical output lists these comparisons.

These results hold for one offset at a time. A sample with a spread of offsets gives the average of the complex signal over that spread. If the spread is narrow compared with 1/TR and lies within a pass band, the profile is only smoothed; if it straddles a dark band, contributions of opposite sign partly cancel. Unbalanced gradients produce such a spread on purpose, since θ then varies with position, and the optimal angle derived here no longer applies. The signal must also be taken after the approach to the steady state, which can take a few T1.

Table of computed values

```
T1 = 1000 ms, T2 = 100 ms, TR = 5 ms, M0 = 1
E1 = 0.995012, E2 = 0.951229
largest error, formulas against pulse train: 4.1e-14 M0
(T1-T2)/(T1+T2) = 0.818182
exact cos(beta) at this TR = 0.818148
optimal angle, short-TR law: 35.0968 degrees
optimal angle, exact law:    35.1002 degrees
optimal angle, pulse train:  35.100 degrees
TR^2 correction, found/predicted at TR = 20 ms: 0.999
largest on-resonance echo: 0.15808 M0
its short-TR limit:        0.15811 M0
echo magnitude against offset at the exact optimal angle:
  theta/pi = 0.00, offset =   0.0 Hz, echo = 0.15808 M0, short-TR law = 0.15811 M0
  theta/pi = 0.25, offset =  25.0 Hz, echo = 0.15759 M0, short-TR law = 0.15762 M0
  theta/pi = 0.50, offset =  50.0 Hz, echo = 0.14906 M0, short-TR law = 0.14907 M0
  theta/pi = 0.75, offset =  75.0 Hz, echo = 0.10568 M0, short-TR law = 0.10555 M0
  theta/pi = 0.90, offset =  90.0 Hz, echo = 0.04885 M0, short-TR law = 0.04828 M0
  theta/pi = 1.00, offset = 100.0 Hz, echo = 0.00790 M0, short-TR law = 0.00000 M0
  theta/pi = 1.10, offset = 110.0 Hz, echo = 0.04885 M0, short-TR law = 0.04828 M0
  theta/pi = 1.50, offset = 150.0 Hz, echo = 0.14906 M0, short-TR law = 0.14907 M0
  theta/pi = 2.00, offset = 200.0 Hz, echo = 0.15808 M0, short-TR law = 0.15811 M0
My at echo, theta = 0:    +0.15808 M0
My at echo, theta = 2 pi: -0.15808 M0
dark-band centres found: 1.000 pi, 3.000 pi
first dark band at 100.0 Hz, band spacing 200.0 Hz
echo residue at dark band: 0.00790 M0
residue estimate:          0.00790 M0
residue / on-resonance echo: 5.00 percent
dark-band width at half signal: 34.40 Hz
its short-TR limit:             34.54 Hz
after pulse, theta = 0:  My = 0.16208, Mz = 0.49875, length = 0.52443 M0
tilt from z at theta = 0: 18.003 degrees; beta/2 = 17.550 degrees
after pulse, theta = pi: My = 0.00810, Mz = -0.00187, length = 0.00831 M0
Ernst angle: 5.7248 degrees
angle of equal signal at theta = 0 and pi: 5.7248 degrees
TR = 60 ms: resonance becomes the maximum at 35.578 degrees
TR = 60 ms: exact optimal angle 35.579 degrees
15 degree pulse: echo on resonance 0.11217 M0
15 degree pulse: maximum 0.15808 M0 at theta = 130.88 degrees (short-TR law 130.79)
echo deviation ratio on halving TR: 3.984
```
